# At what temperature do point defects freeze during cooling?

**Question.** A crystal layer is cooled at 1 K/s from a temperature at which its point defects are in equilibrium. The defects migrate over a barrier of 2 eV, try each jump about $10^{13}$ times per second, and can disappear at sinks one micrometre away. At what temperature does their number stop following equilibrium, and how does that temperature depend on the data?

**Answer.** The number of defects changes only if they can travel to the sinks, so the relevant rate is that of diffusion over a micrometre, not that of a single jump. Freezing occurs when the relaxation still to come, added up over the rest of the cooling, is about one relaxation time.

### From jumps to a loss rate

Take a defect on a face-centred cubic sublattice with 12 jumps of length $d$. Each jump path has the rate

$$w=\nu e^{-E_m/k_BT},$$

where $\nu$ is the attempt frequency and $E_m$ the migration barrier. Successive jumps of an isolated defect have independent directions, so the cross terms in its mean square displacement vanish. After time $t$ it is $12wt\,d^2$. In three dimensions it is also $6Dt$, hence

$$D=\frac{12wd^2}{6}=2d^2\nu e^{-E_m/k_BT}.$$

Let the sinks be the two faces of a film, at $z=\pm L$. No point is then farther than $L$ from a sink. The faces are taken to be ideal: they absorb and emit defects fast enough to hold the local concentration at its equilibrium value $c_{eq}(T)$. Inside, with no field and no reactions,

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial z^2}.$$

For a deviation that vanishes at both faces and is even in $z$, the modes are $\cos(n\pi z/2L)$ with $n=1,3,5,\dots$. Two derivatives give the factor $-(n\pi/2L)^2$, so mode $n$ decays at the rate $n^2k$, with

$$k=\frac{\pi^2D}{4L^2}=k_0e^{-E_m/k_BT},\qquad k_0=\frac{\pi^2d^2\nu}{2L^2}.$$

### The freezing condition

Let the cooling rate be $R=-dT/dt>0$. The relaxation remaining below temperature $T$ is measured by the dimensionless exposure

$$u(T)=\int k\,dt=\frac1R\int_0^Tk(T')\,dT'.$$

Extending the integral to absolute zero is harmless, because $k$ is negligible at the cold end. Put $x=E_m/k_BT$ and $T'=T/s$, so that $dT'=-T\,ds/s^2$. Reversing the limits removes the minus sign:

$$u=\frac{k_0T}{R}\int_1^\infty\frac{e^{-xs}}{s^2}\,ds=\frac{k_0T}{R}E_2(x),$$

where $E_2$ is an exponential integral. For large $x$ the region just above $s=1$ dominates. With $s=1+y$ and $s^{-2}\simeq e^{-2y}$,

$$E_2(x)\simeq e^{-x}\int_0^\infty e^{-(x+2)y}\,dy=\frac{e^{-x}}{x+2}.$$

Define $T^*$ by $u(T^*)=1$. Taking the logarithm of this condition gives a formula that can be iterated by hand:

$$T^*\simeq\frac{E_m}{k_B\ln\!\left[\dfrac{k_0T^*}{R(x^*+2)}\right]},\qquad x^*=\frac{E_m}{k_BT^*}.$$

### The number

A cubic silicon carbide layer supplies the length scale. The distance between neighbouring sites of one sublattice is roughly $d=0.31$ nm. The diffusivity prefactor is therefore

$$2d^2\nu=2(3.1\times10^{-8}\ \text{cm})^2(10^{13}\ \text{s}^{-1})=1.92\times10^{-2}\ \text{cm}^2/\text{s}.$$

With $L=1$ µm, or $10^{-4}$ cm,

$$k_0=2.467\,\frac{1.922\times10^{-2}}{10^{-8}}\ \text{s}^{-1}=4.74\times10^6\ \text{s}^{-1}.$$

Starting the iteration at 1000 K gives 1218, 1195 and then 1197 K. Solving $u=1$ numerically with the full $E_2$ gives $T^*=1196$ K. **The defects freeze near 1200 K.**

At $T^*$, $D=7.2\times10^{-11}$ cm²/s and the relaxation time is

$$\frac1k=\frac{10^{-8}}{2.467\times7.22\times10^{-11}}\ \text{s}=56\ \text{s}.$$

During this time the sample cools by 56 K. That is the natural width of the process, as the slope of the exposure shows. Since $du/dT=k/R$,

$$\frac{d\ln u}{d\ln T}=\frac{Tk}{Ru}=\frac{e^{-x}}{E_2(x)}\simeq x+2.$$

At $x^*=19.4$, the exposure changes by a factor $e$ when $T$ changes by about $T^*/21.4=56$ K.

Freezing is thus a gradual process. An excess in the slowest mode that is present at exposure $u$ is later multiplied by $e^{-u}$. At 1245 K, where $u=\ln10$, 90% of such an excess will still disappear. At 1082 K, where $u=-\ln0.9$, only 10% will.

### What the moving equilibrium does

The equilibrium concentration falls while the defects are trying to reach it. Write

$$c_{eq}=Ne^{-E_f/k_BT},$$

with $N$ the site density and $E_f$ a constant formation energy. The formation entropy is left out; a constant entropy would multiply all concentrations by one factor and leave the freezing temperature unchanged.

To include the moving boundary value, expand the number 1 inside the film:

$$1=\sum_{n\ \text{odd}}a_n\cos\frac{n\pi z}{2L},\qquad a_n=\frac{4}{n\pi}(-1)^{(n-1)/2}.$$

The coefficient is $a_n=L^{-1}\int_{-L}^{L}\cos(n\pi z/2L)\,dz$. Set $c=c_{eq}+v$, so that $v$ vanishes at the faces and obeys $\partial_tv=D\,\partial_z^2v-dc_{eq}/dt$. Expanding $v=\sum a_nv_n\cos(n\pi z/2L)$ gives $dv_n/dt=-n^2kv_n-dc_{eq}/dt$. For $C_n=c_{eq}+v_n$ this becomes

$$\frac{dC_n}{dt}=-n^2k(C_n-c_{eq}).$$

Because $du=-k\,dt$, the sign changes when $u$ is used as the variable:

$$\frac{dC_n}{du}=n^2(C_n-c_{eq}).$$

Multiply by $e^{-n^2u}$ and integrate from the end of cooling, $u=0$, to its start, $u=u_s$:

$$C_n(0)=C_n(u_s)e^{-n^2u_s}+n^2\int_0^{u_s}c_{eq}(u)e^{-n^2u}\,du.$$

The first term is the memory of the start. For cooling from 1900 K, $u_s=3168$, so this memory is gone. The upper limit of the integral may then be replaced by infinity.

Around $T^*$, $c_{eq}$ is nearly a power of the exposure. The ratio of the two logarithmic slopes gives

$$c_{eq}\simeq c_{eq}(T^*)u^p,\qquad p=\frac{E_f/k_BT^*}{x^*+2}=\frac{E_f}{E_m+2k_BT^*}.$$

This is a local approximation, but a good one here: differentiating $p$ with respect to $\ln T$ and dividing by $x+2$ shows that, for the value $E_f=3$ eV used below, it changes by only about 0.006 per unit of $\ln u$. The integral now gives $n^{-2p}\Gamma(1+p)\,c_{eq}(T^*)$. The film average of the $n$th cosine is $(2/n\pi)(-1)^{(n-1)/2}$, so the final mean concentration $\bar c$ satisfies

$$F=\frac{\bar c}{c_{eq}(T^*)}=\Gamma(1+p)\frac{8}{\pi^2}\sum_{n\ \text{odd}}\frac1{n^{2+2p}}.$$

Define the freezing temperature $T_f$ by $\bar c=c_{eq}(T_f)$. Equating exponents,

$$\frac1{T_f}=\frac1{T^*}-\frac{k_B}{E_f}\ln F.$$

For the round choice $E_f=3$ eV, $p\simeq1.36$ and $F=0.99$. The mean freezing temperature is therefore 1196 K, equal to $T^*$ at the precision of interest. The near equality belongs to this value of $p$; it is not an identity.

At the midplane each cosine equals one, so the factor is instead

$$\Gamma(1+p)\frac4\pi\sum_{n\ \text{odd}}\frac{(-1)^{(n-1)/2}}{n^{1+2p}}=1.52.$$

The corresponding temperature is 1214 K. The centre, farthest from the sinks, loses equilibrium earlier and keeps more defects.

The site density is $N=\sqrt2/d^3=4.75\times10^{22}$ cm⁻³. With $k_BT^*=0.1031$ eV the frozen mean density is

$$\bar c=0.99\,N e^{-3/0.1031}\simeq1.1\times10^{10}\ \text{cm}^{-3}.$$

### Formation energy and charge state

With the barrier, cooling rate and distance held fixed, two other formation energies give:

| $E_f$ | $T_f$ | Frozen density |
|---|---|---|
| 2 eV | 1183 K | $1.4\times10^{14}$ cm⁻³ |
| 4 eV | 1207 K | $9\times10^5$ cm⁻³ |

The freezing temperature moves by 24 K, while the density changes by eight orders of magnitude. These values include loss to the surfaces only. At 2 eV the defects are numerous enough for reactions to matter: take annihilation with a partner of the same equilibrium density, balanced in equilibrium by thermal creation of pairs and with the capture radius used below. If the partner diffuses like the defect, the density falls to about $7.4\times10^{13}$ cm⁻³ and $T_f$ to about 1144 K; if it is immobile, to about $6.7\times10^{13}$ cm⁻³ and 1139 K. The sensitivity of the density to $E_f$ matters for charged defects. In charge state $q$, the formation energy contains the term $qE_F$, where $E_F$ is the Fermi level measured from the valence band edge. The Fermi level during freezing therefore has a strong effect on how many defects remain. After freezing, electrons and holes can still change the charge of each defect as the Fermi level crosses a transition level; the number of defects need not change.

The barrier can also depend on charge, and there the temperature is more sensitive. Barriers of 1.9 and 2.1 eV give 1141 and 1251 K, a shift of about 55 K for 0.1 eV.

### How the temperature scales

The attempt frequency, jump length, cooling rate and distance enter through one combination, $d^2\nu/(RL^2)$. Suppose the exposure at given temperature is reduced by a factor $f$. To restore $u=1$, the temperature must rise. From the slope above, treated as constant over the interval,

$$\Delta\!\left(\frac1{T^*}\right)\simeq-\frac{k_B}{E_m+2k_BT^*}\ln f.$$

For $f=10$ the right side is $-9.0\times10^{-5}$ K⁻¹. This gives $T^*\simeq1340$ K, whether the sample is cooled at 10 K/s or the attempt frequency is $10^{12}$ s⁻¹. An attempt frequency of $10^{14}$ s⁻¹ lowers $T_f$ to 1079 K. A distance of 10 µm gives $f=100$, because diffusion time grows as $L^2$, and raises $T_f$ to 1520 K.

The barrier acts more directly. The logarithm in the hand formula varies slowly, so $T^*$ is nearly proportional to $E_m$ when the other data are fixed.

### Lines instead of surfaces

Suppose the sinks are dislocations, each at the axis of a cylindrical cell of radius $L=1$ µm. Take an absorbing core of radius $r_0=0.5$ nm and no flux through the outer boundary. The mean time $\tau(r)$ for a defect to reach the core obeys

$$\frac Dr\frac{d}{dr}\left(r\frac{d\tau}{dr}\right)=-1,\qquad \tau(r_0)=0,\quad \tau'(L)=0.$$

One integration gives $\tau'=(L^2/r-r)/2D$, and a second gives

$$\tau=\frac1{2D}\left[L^2\ln\frac r{r_0}-\frac{r^2-r_0^2}{2}\right].$$

Averaging over the area for $r_0\ll L$, the logarithm contributes $\ln(L/r_0)-1/2$ and the quadratic term subtracts $L^2/4$ in the bracket. Thus

$$\bar\tau\simeq\frac{L^2}{2D}\left[\ln\frac L{r_0}-\frac34\right].$$

The loss rate is about $1/\bar\tau=0.29D/L^2$, compared with $2.47D/L^2$ for the film. The numerical root of the radial mode equation gives the same coefficient to two digits. A line is a small target, and the loss is 8.5 times slower. The condition $u=1$ then gives 1329 K. "One micrometre away" therefore does not fix the answer until the shape of the sink is known.

### Reactions and tunnelling

Dopants can hold defects temporarily. Let immobile dopants of density $C_d=10^{17}$ cm⁻³ bind a defect by 1 eV at any of 12 neighbouring sites. If defects are far fewer than dopants and pairing is in local equilibrium, the ratio of trapped to free defects is

$$K=12\frac{C_d}{N}e^{1\,\text{eV}/k_BT}.$$

It is 0.41 at $T^*$. Only the free fraction $1/(1+K)$ moves, so the diffusivity of the total population is $D/(1+K)$. Numerical integration of the reduced rate over cooling raises $T^*$ to 1221 K.

For the 3 eV formation energy, annihilation with an immobile partner of density $c_p$ is slower than loss to the surfaces. For a capture radius $r_c=0.5$ nm its rate is $4\pi r_cDc_p$. Divided by $k$, this would be $2.8\times10^{-5}$ for $c_p=\bar c$. An immobile partner can vanish only by recombination, however, so it freezes earlier: with the same equilibrium density it freezes near 1530 K at about $6.5\times10^{12}$ cm⁻³. The ratio is then $1.7\times10^{-2}$, which lowers $T_f$ by less than 2 K. The ratio is proportional to $c_p$ and reaches one near $4\times10^{14}$ cm⁻³. A heavily irradiated layer can exceed that density, and the present estimate then fails.

Tunnelling is a small correction. For a parabolic barrier whose frequency equals $\nu$, let $y=h\nu/k_BT$ with $y<2\pi$ (here $T>76$ K), since the integral below diverges otherwise. The thermal average of the transmission $[1+e^{-2\pi\epsilon/y}]^{-1}$, with energy $\epsilon$ measured from the barrier top in units of $k_BT$, is

$$\int_{-\infty}^{\infty}\frac{e^{-\epsilon}\,d\epsilon}{1+e^{-2\pi\epsilon/y}}=\frac{y/2}{\sin(y/2)}\simeq1+\frac{y^2}{24}.$$

At $T^*$ this is 1.007, which lowers the temperature by 0.4 K.

### Frozen in number, not in position

Below $T_f$ the defects still jump. The expected number of further jumps is $(12\nu T/R)E_2(x)$, and it falls to one at 658 K. Just below $T_f$ many still reach a sink, since freezing is gradual. Below about 1080 K less than 10% of an excess in the slowest mode will still disappear. Between that temperature and 660 K, defects can thus move locally and may form pairs, while only about a tenth of those left by this cooling still reach a sink. A population spread evenly up to the faces would lose more, about 23%, because the faster modes then take part. At 450 K, a hot operating temperature, the model gives about 1.5 jumps in ten years, far too few to cross a micrometre.

### Relation to a real layer

Micrometre thicknesses and a start near 1900 K are roughly in the range of silicon carbide epitaxy. The 2 eV barrier is prescribed and is not that of a particular defect. Calculated barriers for the carbon vacancy are higher, typically above 3 eV, and depend on its charge state. For 3 eV the condition $u=1$ gives about 1760 K, not far below the assumed start. For 4 eV it gives about 2320 K, above the start, so the number of such defects would mostly be inherited from before the cooling. A real epitaxial layer also has a substrate beneath it, not a second free surface. If defects exchange with material down to 10 µm and only the free surface absorbs them, the mean over that whole depth freezes near 1520 K for a 2 eV barrier. The outermost micrometre follows the surface longer and freezes near 1400 K for $E_f=3$ eV. The dislocation cell used above corresponds to $1/(\pi L^2)\simeq3\times10^7$ lines per cm², far more than in good hexagonal device layers. Surface fields and imperfect sinks are also omitted. For the stated ideal film, 1200 K is a sound central estimate, with an uncertainty of order 100 K if the attempt frequency is known only to within a factor of ten.
